Zeroth and first spectral moments of an isotropic two-phase composite

A porous cerium dioxide film is laid down as an optical coating. Its porosity may be known while the arrangement of its pores is not, and the refractive index depends on both. The question is which part of the electrical response the porosity fixes by itself, and which part needs the geometry.

Let phase 1 have permittivity ε₁ and volume fraction p, and phase 2 have permittivity ε₂ and fraction 1 − p. Permittivities are relative to vacuum. The indicator θ(r) is 1 in phase 1 and 0 in phase 2. The structure is much finer than the wavelength, so the electric field is curl-free. Define

s = ε₂/(ε₂ − ε₁), F(s) = 1 − ε_eff/ε₂.

The Bergman–Milton representation is

F(s) = ∫₀¹ g(x) dx/(s − x), g ≥ 0,

where g may contain point weights, including one at x = 0. With μₙ = ∫ xⁿ g dx, the result to be derived for an isotropic composite in d dimensions is

μ₀ = p, μ₁ = p(1 − p)/d.

The fraction in μ₀ belongs to the phase whose indicator is θ. If g is divided by p so that its total weight is one, its first moment is (1 − p)/d.

**First derivation: the spectrum of a projected field**

Take a periodic composite and let ⟨…⟩ be the average over its cell. A random medium is treated as the limit of a large cell. From the definition of s, ε₁ = ε₂(1 − 1/s), so both phases are covered by

ε(r) = ε₂[1 − θ(r)/s].

Apply a mean field e, a real unit vector. The field E has mean e, and E − e is a gradient. The displacement D = εE has no divergence.

Let Γ be the operator that keeps the zero-mean gradient part of a vector field. On a Fourier component with wave vector k ≠ 0 it acts as

Γₖ = k kᵀ/k²,

and it removes the component k = 0. Since E − e is a zero-mean gradient, ΓE = E − e. Since k·Dₖ = 0, ΓD = 0. Inserting D = ε₂(E − θE/s) into the second relation gives

E − e − ΓθE/s = 0.

Multiply by θ and use θ² = θ, which lets θE be written as θ(θE):

θE = θe + (1/s) B θE, B = θΓθ.

Collecting the terms in θE gives

(1 − B/s) θE = θe, hence θE = s(s − B)⁻¹θe.

The effective permittivity along e is the mean displacement along e:

ε_eff = ⟨e·D⟩ = ε₂[1 − ⟨e·θE⟩/s].

Therefore F = ⟨e·θE⟩/s. Inserting θE cancels the factor s, and the left factor e may be replaced by θe because the field on its right vanishes outside phase 1:

F(s) = ⟨θe·(s − B)⁻¹θe⟩.

B is self-adjoint because θ and Γ are. For any field v,

⟨v*·Bv⟩ = ⟨|Γθv|²⟩,

which lies between 0 and ⟨|v|²⟩, because neither θ nor the projection Γ can increase the norm. The spectrum of B therefore lies in [0,1]. The spectral theorem resolves θe into parts belonging to each spectral value x, and g(x) is the squared norm of these parts. This proves the representation, the sign of g and its support.

For |s| > 1 the inverse can be expanded in powers of B/s:

F(s) = μ₀/s + μ₁/s² + μ₂/s³ + …, μₙ = ⟨θe·Bⁿθe⟩.

The zeroth moment is

μ₀ = ⟨θ² e·e⟩ = ⟨θ⟩ = p.

For the first moment, the outer factors θ in B are absorbed by θ² = θ, and Parseval's theorem gives

μ₁ = ⟨θe·Γθe⟩ = Σ_{k≠0} |θₖ|² (k·e)²/k².

This depends on direction. Sum it over d orthogonal choices of e. Then Σ(k·e)² = k², and

Σₑ μ₁(e) = Σ_{k≠0} |θₖ|² = ⟨θ²⟩ − ⟨θ⟩² = p − p² = p(1 − p).

The subtraction removes the k = 0 term, where θ₀ = p. If the effective tensor is isotropic at every contrast, and not only for one pair of permittivities, its coefficient of 1/s² is the same in every direction, so each direction receives one part in d:

μ₁ = p(1 − p)/d.

Without isotropy, only the sum is fixed by p. In layers normal to x, every k points along x, so the first moments along x, y, z are p(1 − p), 0, 0. In columns along z with equal response along x and y, every k lies in the plane and the values are p(1 − p)/2, p(1 − p)/2, 0.

These statements were tested by solving div(εE) = 0 directly on a periodic 6 × 6 × 6 network, with the moments taken from the computed F(s) on a contour around [0,1]. The network replaces each component of k by that of a finite difference, and the algebra above is otherwise unchanged. A random cell without symmetry, with p = 0.3472, gave first moments 0.0721, 0.0755 and 0.0790. They differ, but their sum is 0.22666, equal to p(1 − p). A cell unchanged by exchange of axes, with p = 0.2083, gave 0.05498 along an axis, equal to p(1 − p)/3.

**Second derivation: the correlation of two points**

The second route uses neither Fourier components nor the operator B. It starts from a random medium that is statistically homogeneous and weakly inhomogeneous, and ⟨…⟩ now means the ensemble average, taken equal to the volume average. Put δ = ε₁ − ε₂ and separate the mean permittivity from its fluctuation:

ε = ε₂ + pδ + u, u = δ(θ − p), ⟨u⟩ = 0.

Write E = e − ∇ψ with ⟨∇ψ⟩ = 0. Averaging e·D, and dropping the terms with one zero-mean factor, gives

ε_eff = ε₂ + pδ − ⟨u e·∇ψ⟩.

The last term is needed to order δ². Since u is already of order δ, ψ is needed to first order. The condition div(εE) = 0, with pδ + u = δθ, reads

ε₂∇²ψ = e·∇u − div(δθ∇ψ).

Define ψ₁ by keeping the first source:

ε₂∇²ψ₁ = e·∇u.

The error can be bounded. If ε₂∇²χ = div v, multiplying by χ, averaging and integrating by parts gives ε₂⟨|∇χ|²⟩ = ⟨v·∇χ⟩, so by the Cauchy–Schwarz inequality the rms value of ∇χ is at most that of v divided by ε₂. Applied to ψ, this shows that ∇ψ is of order δ. Applied to ψ − ψ₁, whose source is −div(δθ∇ψ), it shows that the error in ∇ψ is of order δ². The error in ε_eff is then of order δ³.

What remains is N(0), where

N(r) = ⟨u(x) e·∇ψ₁(x + r)⟩.

Let C(r) = ⟨[θ(x) − p][θ(x + r) − p]⟩. Apply e·∇ to the equation for ψ₁ at x + r, multiply by u(x) and average:

ε₂∇²N = δ²(e·∇)²C.

Now assume that C depends on the distance r alone and tends to zero at large r. Let W(r) be the radial function, regular at the origin, that satisfies

ε₂∇²W = δ²C.

Then M = (e·∇)²W obeys the same equation as N. To see that M = N, integrate the radial equation once:

W′(r)/r = [δ²/(ε₂rᵈ)] ∫₀ʳ C(t) tᵈ⁻¹ dt.

The right side is the average of C over a ball of radius r, times δ²/(dε₂), so it tends to zero at large r. So does W″ = δ²C/ε₂ − (d − 1)W′/r. With α the angle between r and e,

M = W″cos²α + (W′/r)sin²α,

so M also tends to zero. N is bounded, by the Cauchy–Schwarz inequality. The difference N − M is therefore a bounded harmonic function in all space, which must be a constant. The average of N over all r vanishes because ∇ψ₁ has zero mean, and the average of M vanishes because M decays. The constant is zero.

At the origin W is spherically symmetric, so its second derivatives along d orthogonal directions are equal and each is ∇²W/d:

N(0) = ∇²W(0)/d = δ²C(0)/(dε₂).

For two sharp phases C(0) = ⟨θ²⟩ − p² = p(1 − p). Hence

ε_eff = ε₂ + pδ − p(1 − p)δ²/(dε₂) + O(δ³).

The minus sign has a direct meaning. Where the permittivity is above its mean, the polarization weakens the field on average, so the regions that would contribute most to D see, on average, less than the mean field.

To obtain the moments, use δ = −ε₂/s:

ε_eff/ε₂ = 1 − p/s − p(1 − p)/(d s²) + O(1/s³),

F(s) = p/s + p(1 − p)/(d s²) + O(1/s³).

Comparison with the expansion μ₀/s + μ₁/s² + … of the spectral representation gives the same two moments.

**What each derivation assumes**

Both assume a curl-free field, a local scalar permittivity in each phase and sharp boundaries. The last enters as θ² = θ in the first and as C(0) = p(1 − p) in the second. If the boundaries are graded, so that θ takes intermediate values, the second derivation still holds up to C(0), and the second-order coefficient contains the variance of θ, which is then smaller than p(1 − p).

The first derivation does not assume weak contrast. The expansion at large s serves to identify moments of a measure that describes every contrast with s outside [0,1]. It asks for isotropy of the effective tensor at every contrast, which a periodic structure of cubic symmetry satisfies.

The second derivation puts its condition on pairs of points instead: the correlation function must be radial and decay. This alone does not make the effective tensor isotropic beyond second order in the contrast. A cubic array fails this condition, although the result remains true for it. In return the second derivation shows why the shape of the correlation function drops out: only its value at zero distance survives. It does not prove that g exists, is positive or lies in [0,1]. Those facts must be supplied before its two coefficients can be called moments.

**The meaning of the first moment, and what it leaves open**

A point weight at x, with 0 < x < 1, is a pole of the response at ε₁/ε₂ = 1 − 1/x, an electrostatic resonance at a negative permittivity ratio. The mean position of the spectrum is

μ₁/μ₀ = (1 − p)/d.

As p → 0 in three dimensions it tends to 1/3, where ε₁ = −2ε₂, the dipole resonance of a single sphere. Other shapes may spread the spectrum, but isotropy keeps its mean there. As p → 1 the mean moves to zero.

A useful special case is space filled with coated spheres of all sizes, each with a core of phase 1 in a shell of phase 2. Let the outer radius be 1, so the core volume fraction is p. Apart from a common angular factor, the potential is Ar in the core, Br + Cr¹⁻ᵈ in the shell and r outside, where C is now a constant. Continuity of potential and normal displacement at the core gives

A = B + C/p,
ε₁A = ε₂[B − (d − 1)C/p].

At the outer surface the exterior field stays uniform if

B + C = 1, ε_eff = ε₂[B − (d − 1)C] = ε₂(1 − dC).

Thus F = dC. Put ε₁ = ε₂(1 − 1/s) in the second core condition and eliminate A. The terms in B cancel except for the one with 1/s:

dC/p = (B + C/p)/s.

Multiplying by ps and using B = 1 − C gives dsC = p + (1 − p)C, and so

F = dC = p/[s − (1 − p)/d].

All the weight sits at the mean position. The case d = 2 describes coated cylinders with the field across them.

The next moment is not fixed by p. For coated spheres μ₂ = p[(1 − p)/3]², which is 0.0139 at p = 0.5. The Bruggeman mean-field model at the same p has 0.0417, three times as much, with the same μ₀ and μ₁.

That model also shows why weight at x = 0 must be counted. With a = ε₁/ε₂ and y = ε_eff/ε₂, its condition in three dimensions is

p(a − y)/(a + 2y) + (1 − p)(1 − y)/(1 + 2y) = 0.

Clearing denominators and collecting powers of y gives

2y² − [a(3p − 1) + 2 − 3p]y − a = 0.

Set c = 3p − 1 and a = 1 − 1/s. The bracket becomes 1 − c/s. The root with y → 1 at large s gives

F = [3s + c − √Q]/(4s), Q = 9s² − (2c + 8)s + c²,

with √Q → 3s at large s. The interval between the two zeros of Q is a continuous band. Below the band √Q is negative, so √Q = −|c| at s = 0, and the pole there has weight (c + |c|)/4. This is zero for p ≤ 1/3 and (3p − 1)/2 above. At p = 0.5 the pole and the band carry 0.25 each. Omitting the pole would halve μ₀ but leave μ₁ = 0.0833 unchanged, since x = 0 contributes nothing to it. Physically, as ε₁ grows without limit, s → 0 and F ≈ w/s with w the weight at zero, so ε_eff ≈ wε₁: phase 1 carries the response through connected paths.

**Two bounds from two moments**

Let both permittivities be real and positive with ε₁ < ε₂, as for pores in an oxide. Then s > 1, and 1/(s − x) is a convex function of x on [0,1]. Jensen's inequality says that its average is at least its value at the average position. In three dimensions

F ≥ p/[s − (1 − p)/3],

which is an upper bound on ε_eff.

Now interchange the phases. The variable becomes t = ε₁/(ε₁ − ε₂) = 1 − s < 0, and 1 − ε_eff/ε₁ has a representation of the same form with moments 1 − p and p(1 − p)/3. For t < 0 the function 1/(t − x) is concave, so the inequality reverses:

1 − ε_eff/ε₁ ≤ (1 − p)/(t − p/3).

This is a lower bound on ε_eff. The two are the Hashin–Shtrikman bounds, and the coated spheres attain them, with the dense phase as shell for the upper one and as core for the lower one.

**A porous cerium dioxide film**

Take air pores with ε₁ = 1, porosity 0.15 and a dense host of index 2.3, so ε₂ = 5.29. The light has wavelength 600 nm. Then

s = 5.29/4.29 = 1.2331, μ₀ = 0.15, μ₁ = 0.15 × 0.85/3 = 0.0425.

For nonmagnetic phases the index is √ε_eff. The zeroth moment alone gives

n = √[5.29(1 − 0.15/1.2331)] = 2.156.

Including the first moment at second order gives

n = √[5.29(1 − 0.15/1.2331 − 0.0425/1.2331²)] = 2.121.

The upper bound is

ε_eff = 5.29[1 − 0.15/(1.2331 − 0.2833)] = 4.455, n = 2.111.

The second-order value lies above this bound, so no isotropic film can attain it. The reason is that for s > 1 the series converges and every omitted term μₙ/sⁿ⁺¹ is non-negative, so truncation makes F too small or leaves it unchanged, and here 1/s = 0.81 is not small. For the lower bound t = −0.2331, and

ε_eff = 1 − 0.85/(−0.2331 − 0.05) = 4.002, n = 2.001.

At fixed porosity and host index, an isotropic film in this model therefore has an index between 2.00 and 2.11.

The host index and porosity are round values that I take as roughly representative of such coatings, not data for one sample. Closed spherical pores, modelled by coated spheres, give 2.111. Relative to this value, another isotropic arrangement can lower the index by up to 0.110. That extreme belongs to the structure at the lower bound, in which each oxide grain is enclosed by a thin shell of air, so the oxide is not a connected solid. The gap between two equal grains is 0.056 of the grain diameter: about 0.6 nm for 10 nm grains, where a local permittivity is doubtful, while a 10 nm gap needs grains of 180 nm. Compact or channel-like pores in a connected oxide lie much closer to the upper bound. The Bruggeman model at this porosity gives 2.103, only 0.008 below it, and a cubic network of open square channels at similar porosity lies about 0.02 below it. The host index must be known at the working wavelength: with 2.4 the bounds become 2.07 and 2.20. A host index of 2.2 instead of 2.3 lowers the closed-pore index by 0.086. Water of index 1.33 in place of air raises it by 0.043 if the pores are still modelled as spheres. The shift depends on the geometry: in a structure at the lower bound, the same filling raises the index by 0.119. Columnar pores normal to the film, modelled by coated cylinders with the light's field in the plane, lower the closed-pore value by 0.035. Real films can have columnar, open pores that take up moisture, which breaks the assumptions of isotropy and of air filling.

The quasistatic assumption is much safer if the pores are small. For pores of 10 nm diameter, Mie scattering by independent pores changes the index by about 0.0009, and a 100 nm film scatters about 0.02% of the light. Both effects grow with pore size, so these figures do not cover much larger pores. Even with 10 nm pores the film is only ten pore diameters thick, and the effect of its surfaces on the average has not been evaluated. For air-filled pores, the arrangement can matter about as much as a change of filling from air to water only if the air forms thin gaps that nearly isolate the grains; for the compact and channel-like pores above it matters less than the filling. Once water fills the pores it matters less: the bounds on the index are then 2.119 and 2.154, only 0.035 apart. The first two moments do not determine the arrangement.

Numbers as computed

```
Symmetric cell: p = 0.208333
  zeroth moment, field solution = 0.208333
  first moment, field solution = 0.054977
  p(1-p)/3 = 0.054977
Cell without symmetry: p = 0.347222
  first moments x, y, z = 0.072124 0.075527 0.079009
  their sum = 0.226659
  p(1-p) = 0.226659
Columns along z: p = 0.361111
  first moments x, y, z = 0.115355 0.115355 0.000000
Layers normal to x: p = 0.333333
  first moments x, y, z = 0.222222 0.000000 0.000000
Block and scattered cells: p = 0.125000
  first moment, block = 0.036458
  first moment, scattered = 0.036458
  second moment, block = 0.013381
  second moment, scattered = 0.013346
Symmetric cell, air in host: eps from spectrum = 4.065801
  eps from field solution = 4.065801
  symmetric: lower, direct, upper eps = 3.6167 4.0658 4.1529
  block: lower, direct, upper eps = 4.1845 4.5617 4.5876
Bruggeman, p = 0.20: weight at x=0 = 0.0000
  band weight = 0.2000, first moment = 0.053333
  second moment = 0.021333, coated spheres = 0.014222
Bruggeman, p = 0.50: weight at x=0 = 0.2500
  band weight = 0.2500, first moment = 0.083333
  second moment = 0.041667, coated spheres = 0.013889
CeO2 film: host index = 2.30, host eps = 5.2900
Porosity = 0.15, s = 1.23310
Wavelength = 600 nm, photon = 2.066 eV
Film = 100 nm, pore diameter = 10 nm
Film zeroth moment = 0.1500, first moment = 0.0425
Index, zeroth moment only = 2.1556
Index, second order in contrast = 2.1210
Upper bound: eps = 4.4545, index = 2.1106
Lower bound: eps = 4.0025, index = 2.0006
Index shifts from the closed-spherical-pore value:
  other arrangement, at most = -0.1100
  columnar pores, in-plane field = -0.0350
  water in pores (index 1.33) = +0.0433
  host index 2.2 instead = -0.0865
  finite pore size (Mie) = +0.000895
Scattering loss through film = 1.71e-04 (fraction)
Pore diameter / film thickness = 0.10
```
